# The classical nonradiative barrier between two equal-frequency parabolas

## Two wells at the same height

Suppose a defect can hold an electron in either of two states, and the surrounding atoms have a different equilibrium position in each. Let one coordinate \(Q\) describe the atomic motion, scaled by the square root of the mass so that the kinetic energy is \(\dot Q^2/2\). Let both states have the same vibrational frequency \(\omega\) and, for the moment, the same minimum energy:

\[
E_u=\tfrac12\omega^2Q^2,\qquad E_l=\tfrac12\omega^2(Q-\Delta Q)^2 .
\]

By symmetry the curves cross halfway, at \(Q=\Delta Q/2\), where the energy is

\[
\tfrac12\omega^2\left(\frac{\Delta Q}{2}\right)^2=\frac{\omega^2\Delta Q^2}{8}=\frac{\lambda}{4},
\qquad \lambda=\tfrac12\omega^2\Delta Q^2 .
\]

Here \(\lambda\) is the relaxation energy: what the lattice releases if the electronic state changes at fixed \(Q=0\) and the atoms then settle at \(\Delta Q\). The barrier is a quarter of it because the atoms cover half the distance and the energy is quadratic.

The crossing matters because a transition without light must conserve energy. Classically, the nuclei keep their position and momentum while the electronic state changes, so their kinetic energy is unchanged and the two potential energies must be equal.

## What the Huang–Rhys factor counts

The algebra is in atomic units, so \(\hbar=1\). Define

\[
S=\tfrac12\omega\,\Delta Q^2,\qquad\text{so that}\qquad \lambda=S\omega ,
\]

or \(\lambda=S\hbar\omega\) in ordinary units. To see what \(S\) counts, place the system in the vibrational ground state of \(u\) and switch suddenly to \(l\). In that state \(\langle Q\rangle=0\), and the kinetic and potential energies average to \(\omega/4\) each. The mean energy on the lower curve is therefore

\[
\frac{\omega}{4}+\tfrac12\omega^2\langle Q^2-2Q\Delta Q+\Delta Q^2\rangle
=\frac{\omega}{4}+\frac{\omega}{4}+\tfrac12\omega^2\Delta Q^2
=\frac{\omega}{2}+S\omega .
\]

Subtracting the zero-point energy \(\omega/2\) and dividing by \(\omega\) leaves \(S\) quanta on average.

## Raising one well

Now raise the minimum of \(u\) by \(\Delta E\):

\[
E_u=\Delta E+\tfrac12\omega^2Q^2,\qquad E_l=\tfrac12\omega^2(Q-\Delta Q)^2 .
\]

\(\Delta E\) is the difference between the minima. It is also the difference between the lowest vibrational levels, because equal frequencies give equal zero-point energies. It is not the energy of a vertical optical transition.

Expanding the square in \(E_l\), the gap between the curves is

\[
g(Q)=E_u-E_l=\Delta E+\tfrac12\omega^2Q^2-\tfrac12\omega^2Q^2+\omega^2\Delta Q\,Q-\tfrac12\omega^2\Delta Q^2,
\]

\[
g(Q)=\Delta E-\lambda+\omega^2\Delta Q\,Q .
\]

The quadratic terms cancel because the frequencies are equal. A linear function with nonzero slope has one zero, so for \(\Delta Q\neq0\) there is one crossing. Using \(\omega^2\Delta Q^2=2\lambda\),

\[
Q_c=\frac{\lambda-\Delta E}{\omega^2\Delta Q},\qquad
\frac{Q_c}{\Delta Q}=\frac{\lambda-\Delta E}{2\lambda}.
\]

The height of the crossing above the upper minimum is

\[
E_b=\tfrac12\omega^2Q_c^2
=\tfrac12\omega^2\Delta Q^2\left(\frac{\lambda-\Delta E}{2\lambda}\right)^2
=\lambda\,\frac{(\lambda-\Delta E)^2}{4\lambda^2},
\]

and hence

\[
\boxed{E_b=\frac{(\Delta E-S\hbar\omega)^2}{4S\hbar\omega}}
\]

Setting \(\Delta E=0\) recovers \(\lambda/4\). Expanding the square gives

\[
E_b=\frac{\lambda}{4}-\frac{\Delta E}{2}+\frac{\Delta E^2}{4\lambda},
\]

so a small offset lowers the barrier by half its own size. As \(\lambda\to0\) at fixed nonzero \(\Delta E\), the barrier grows without bound: undisplaced parabolas are parallel and never meet.

The reverse barrier is measured from the lower minimum, which lies \(\Delta E\) below the upper one:

\[
E_b+\Delta E=\frac{(\Delta E-\lambda)^2+4\lambda\Delta E}{4\lambda}=\frac{(\Delta E+\lambda)^2}{4\lambda}.
\]

The vertical gaps at the two minima are \(g(0)=\Delta E-\lambda\) and \(g(\Delta Q)=\Delta E+\lambda\). Each barrier is thus the square of the vertical gap at its starting point, divided by \(4\lambda\). If an optical measurement supplies the vertical energy, \(\lambda\) must be added or subtracted before it is used as \(\Delta E\).

## Where the crossing lies

The slopes at the crossing, per unit of \(x=Q/\Delta Q\), are

\[
\frac{dE_u}{dx}=2\lambda x_c=\lambda-\Delta E,\qquad
\frac{dE_l}{dx}=-2\lambda(1-x_c)=-(\lambda+\Delta E).
\]

For \(|\Delta E|<\lambda\) the slopes have opposite signs and the crossing lies between the minima. The system climbs out of one well and descends into the other.

At \(\Delta E=\lambda\) the lower curve passes through the upper minimum and the barrier vanishes. For \(\Delta E>\lambda\) the crossing moves to negative \(Q\), on the far side of the upper minimum, and \(E_b\) rises again. Both slopes are now negative. The formula still gives the height of the crossing, but the crossing is no longer a pass between two valleys: once the states are coupled, the system must jump from the upper adiabatic surface to the lower one.

## Several vibrational modes

Real defects move along many modes. Let mode \(i\) have frequency \(\omega_i\) in both states and displacement \(d_i\), with no mixing of modes. The same cancellation gives

\[
g=\Delta E-\lambda+\sum_i\omega_i^2d_iQ_i,\qquad
\lambda=\sum_i\tfrac12\omega_i^2d_i^2=\sum_iS_i\omega_i .
\]

The condition \(g=0\) now defines a plane, and the barrier is the lowest value of \(\sum_i\omega_i^2Q_i^2/2\) on it. With a Lagrange multiplier \(\mu\),

\[
\omega_i^2Q_i=\mu\,\omega_i^2d_i\quad\Rightarrow\quad Q_i=\mu d_i .
\]

Every mode covers the same fraction of its displacement. The constraint fixes that fraction:

\[
\mu\sum_i\omega_i^2d_i^2=2\lambda\mu=\lambda-\Delta E,
\]

and the energy is

\[
\tfrac12\mu^2\sum_i\omega_i^2d_i^2=\mu^2\lambda=\frac{(\lambda-\Delta E)^2}{4\lambda}.
\]

This is a minimum because the energy is a convex quadratic function on a plane. The one-mode formula survives, with the total relaxation energy in place of \(S\hbar\omega\).

## From a barrier to a rate

Let a weak coupling \(V\), independent of \(Q\), connect the states. To second order in \(V\), the golden rule gives the transition rate from a thermally populated upper state:

\[
W=2\pi V^2\rho,\qquad
\rho=\sum_{m,n}P_m|\langle m_u|n_l\rangle|^2\,\delta(E_m-E_n).
\]

\(P_m\) is the thermal population of upper vibrational level \(m\). Writing the delta function as a time integral,

\[
\rho=\frac1{2\pi}\int_{-\infty}^{\infty}dt\,\left\langle e^{iH_ut}e^{-iH_lt}\right\rangle .
\]

The classical approximation ignores the commutator of \(H_u\) and \(H_l\). The exponentials then combine, the kinetic energies cancel, and the integrand becomes \(\langle e^{igt}\rangle\). The integral is \(\langle\delta(g)\rangle\), the thermal probability density of zero gap.

In the classical upper well each \(Q_i\) is Gaussian with mean zero and variance \(kT/\omega_i^2\). The gap is linear in the \(Q_i\), so it is also Gaussian, with mean \(\Delta E-\lambda\) and variance

\[
\sigma^2=\sum_i\omega_i^4d_i^2\,\frac{kT}{\omega_i^2}=2\lambda kT .
\]

Evaluating this Gaussian at \(g=0\) and restoring \(\hbar\),

\[
W=\frac{2\pi}{\hbar}V^2\,\frac{e^{-E_b/kT}}{\sqrt{4\pi\lambda kT}} .
\]

The exponent is \((\Delta E-\lambda)^2/(2\sigma^2)=E_b/kT\), so the barrier found from geometry reappears.

The slope of an Arrhenius plot is not quite \(E_b\). With \(\beta=1/kT\), \(\ln W=-\beta E_b+\tfrac12\ln\beta+\text{const}\), and

\[
E_a=-\frac{d\ln W}{d\beta}=E_b-\frac{kT}{2}.
\]

## When the nuclei are quantum

For one mode, let \(\Delta E=p\hbar\omega\) with \(p\) zero or a positive whole number. Upper level \(m\) has the same energy as lower level \(m+p\). Spreading each sharp line over one phonon energy gives

\[
\rho_q=\frac1{\hbar\omega}\sum_mP_m|\langle m_u|(m+p)_l\rangle|^2 .
\]

This spreading is an assumption: it stands for other modes, or a band of phonon frequencies, that broaden the lines enough for neighbours to merge. If the broadening is weaker, the lines stay separate, and the density depends on how close \(\Delta E\) lies to a resonance. For the parameters used below it can then differ from this expression by a factor of two or three, upward on resonance and downward between lines.

The cold limit can be found by hand. The lowering operators of the two wells differ by a constant, \(b=a-\sqrt S\), since \(\Delta Q\sqrt{\omega/2}=\sqrt S\). The upper ground state obeys \(a|0_u\rangle=0\), hence \(b|0_u\rangle=-\sqrt S|0_u\rangle\). Expanding it as \(\sum_nc_n|n_l\rangle\) gives

\[
\sqrt{n+1}\,c_{n+1}=-\sqrt S\,c_n,\qquad
c_n=c_0\frac{(-\sqrt S)^n}{\sqrt{n!}} .
\]

Normalization requires \(c_0^2e^S=1\), so

\[
\rho_q(T\to0)=\frac{e^{-S}S^p}{p!\,\hbar\omega}.
\]

This is a nonzero constant, whereas for \(E_b>0\) the classical density vanishes as \(T\to0\). The difference is tunnelling: the vibrational wave functions overlap even where a classical particle lacks the energy to reach the crossing.

An estimate of the first departure from the classical limit keeps the quantum spread of position but still neglects the commutator. The variance of the gap becomes

\[
\lambda\hbar\omega\coth\frac{\hbar\omega}{2kT}
\simeq2\lambda kT\left[1+\frac{(\hbar\omega)^2}{12(kT)^2}\right].
\]

The neglected commutator changes the exponent at the same order, so this estimate does not give the exact coefficient, and for an uphill transfer (\(\Delta E<0\)) it can be far too large. For \(0\le\Delta E<\lambda\) and \(kT\) well above \(\hbar\omega/2\), it serves as a cautious criterion: the classical exponent is reliable if \((E_b/kT)(\hbar\omega)^2/[12(kT)^2]\) is small. A high barrier makes this demand stricter than \(kT\gg\hbar\omega/2\) alone.

## When the coupling is not negligible

For \(|\Delta E|<\lambda\), coupling also rounds off the crossing. With \(y=x-x_c\), the mean slope there is \(-\Delta E\) and half the difference of slopes is \(\lambda\). To first order in \(y\), the lower adiabatic surface relative to the crossing is

\[
-\Delta E\,y-R,\qquad R=\sqrt{\lambda^2y^2+V^2}.
\]

Its maximum satisfies \(\lambda^2y=-\Delta E\,R\), so \(\lambda^2y^2=(\Delta E/\lambda)^2R^2\). Substitution in the definition of \(R\) gives \(V^2=R^2[1-(\Delta E/\lambda)^2]\). The height at the maximum is

\[
\frac{\Delta E^2}{\lambda^2}R-R=-|V|\sqrt{1-\left(\frac{\Delta E}{\lambda}\right)^2}.
\]

This is the first-order lowering of the saddle. For equal wells it is \(|V|\).

## A deep state at an implantation defect

Consider an electron passing from a localized shallow state to a deep state at a defect left by implantation. Choose \(\hbar\omega=0.060\) eV, \(S=20\), \(\Delta E=0.48\) eV and \(V=0.010\) eV. Then \(p=8\), and

\[
\lambda=20\times0.060=1.20\ \text{eV},
\]

\[
E_b=\frac{(0.48-1.20)^2}{4\times1.20}=\frac{0.5184}{4.80}=0.108\ \text{eV}.
\]

The reverse barrier is \(0.108+0.48=0.588\) eV. The crossing lies at \((1.20-0.48)/2.40=0.30\) of the way between the minima.

From \(\Delta Q=\sqrt{2S\hbar/\omega}\), the displacement is 1.669 \(\sqrt{\text{amu}}\) angstrom. If six oxygen neighbours of mass 16 amu share it equally, each moves \(1.669/\sqrt{6\times16}=0.170\) angstrom.

Splitting the relaxation between two modes of 0.03 and 0.07 eV, each with \(S_i=12\), gives \(\lambda=0.36+0.84=1.20\) eV. A numerical minimization on the plane of zero gap again returns 0.108 eV.

At 300 K, \(kT=0.02585\) eV and the classical density is

\[
\frac{e^{-0.108/0.02585}}{\sqrt{4\pi\times1.20\times0.02585}}=0.0246\ \text{eV}^{-1}.
\]

The quantum density needs the overlaps for excited levels as well. They were obtained by diagonalizing the lower oscillator in the vibrational basis of the upper one. Slopes \(E_a\) come from numerical differentiation.

| \(T\) (K) | \(\rho_q/\rho\) | Classical \(E_a\) (eV) | Quantum \(E_a\) (eV) |
|---|---:|---:|---:|
| 77 | 81,000 | 0.105 | 0.000 |
| 300 | 2.23 | 0.095 | 0.042 |
| 600 | 1.13 | 0.082 | 0.064 |
| 1200 | 1.02 | 0.056 | 0.051 |

At 77 K the quantum density, 0.0218 eV\(^{-1}\), is already close to its zero-temperature value, and the rate has almost no thermal activation. At 300 K the classical rate is \(2.3\times10^{10}\) s\(^{-1}\) and the quantum rate \(5.2\times10^{10}\) s\(^{-1}\). The classical formula errs by about a factor of two in the rate, but its slope is more than twice the quantum slope.

At none of these temperatures does the quantum slope equal the barrier. When cold, tunnelling flattens the plot; when hot, the prefactor subtracts \(kT/2\). Plotting \(\ln(W\sqrt T)\) removes the second effect by adding \(kT/2\) to the slope. At 1200 K this gives \(0.051+0.052=0.103\) eV, about 5% below \(E_b\). At 600 K the corresponding value is 0.090 eV, so tunnelling still matters there.

The golden-rule prefactor at 300 K is \(1.5\times10^{12}\) s\(^{-1}\), about a tenth of the vibration frequency \(1.45\times10^{13}\) s\(^{-1}\). This is consistent with weak coupling, though it does not prove that higher orders vanish. The first-order saddle lowering is \(0.010\sqrt{1-0.4^2}=0.0092\) eV. On the full adiabatic surface, a numerical search finds that the barrier, measured from the upper well of that surface, falls by 0.0090 eV. Most of the small difference comes from the upper well, which itself falls by about \(V^2/(\lambda-\Delta E)=0.00014\) eV.

## How firmly the barrier is known

Differentiating the formula at fixed \(\lambda\) gives

\[
\frac{\partial E_b}{\partial\Delta E}=\frac{\Delta E-\lambda}{2\lambda}=-0.30 .
\]

A rise of 0.05 eV in \(\Delta E\), for example from a thermal drift of the levels, should lower the barrier by about 0.015 eV. The full formula gives 0.0935 eV. A field of 0.5 MV/cm acting over 4 angstrom changes \(\Delta E\) by 0.020 eV. If it raises \(\Delta E\), the barrier becomes 0.102 eV. This estimate needs an upper state that is compact and survives the field. A hydrogenic shallow state in a host with a dielectric constant near 10 binds by only a few hundredths of an eV and has a radius near 20 angstrom; a field of this size lowers its Coulomb barrier by about 0.17 eV and would ionize it.

The shape of the lower curve matters too. Keep \(\Delta Q\), \(\Delta E\) and the upper curve fixed, and find the new crossing numerically. Lowering the lower-state frequency by 10% gives a barrier of 0.073 eV; raising it by 10% gives 0.143 eV. Either shift, about 0.035 eV, changes the Boltzmann factor at 300 K by nearly a factor of four. Multiplying the lower parabola by \(1+0.1(1-x)\), which adds a cubic term, gives 0.120 eV.

These parameters are illustrative. The value \(S=20\) describes strong relaxation, and the set is not fitted to an identified defect. Real defects need not keep equal, harmonic frequencies in both electronic states; in the comparison above, a 10% change of the lower frequency at fixed \(\Delta Q\) moves this barrier by about a third. That change also alters the relaxation energy on the lower curve by about 20%, so the size of the shift depends on what is held fixed: a 10% change of the upper frequency instead gives 0.093 or 0.123 eV, a shift of about 14%. At annealing temperatures the shallow state may also be empty and the defect may migrate. The calculated rate applies while the defect survives and its upper state is occupied; \(E_b\) is a barrier to electronic transfer, not to atomic migration.
